# A failing check and its repair

Subject: The PAW Hamiltonian from the derivative of the energy.

```python
"""
Result under test: the derivative of the PAW energy E = Et + E1 - Et1 with
respect to the pseudo density operator is
    H = -1/2 Laplacian + vt_eff + sum_ij |p_i> D_ij <p_j|,
    D = Dhat + D1 - Dt1.
Et: smooth energy on all space; E1, Et1: on-site energies in the sphere r < RC,
from all-electron (phi) and pseudo (phit) partial waves; p_i: projectors.
Dhat = int vt_eff Qhat, D1 = <phi|T+v1|phi>,
Dt1 = <phit|T+vt1|phit> + int vt1 Qhat, Qhat: compensation functions.
System: Be atom, LDA, frozen 1s core, axially symmetric (m = 0) s and p states.
Hartree atomic units. Radial functions are u(r) = r R(r), expanded in B-splines.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.interpolate import BSpline
from scipy.linalg import eigh, block_diag
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z, RC, RMAX, DEG, NG = 4, 2.0, 20.0, 8, 14
PI = np.pi

# ---- radial grid, splines (only C1 at RC), quadrature ----
breaks = np.concatenate([RC * (np.arange(9) / 8) ** 1.5,
                         np.geomspace(RC, RMAX, 13)[1:]])
breaks[-1] = RMAX
knots = np.sort(np.concatenate([np.zeros(DEG), breaks, np.full(DEG, RMAX),
                                np.full(DEG - 2, RC)]))
spline = BSpline(knots, np.eye(len(knots) - DEG - 1), DEG)
gx, gw = leggauss(NG)
half = np.diff(breaks) / 2
r = np.concatenate([breaks[e] + half[e] * (gx + 1) for e in range(len(half))])
w = np.concatenate([h * gw for h in half])
B0, B1, B2 = [spline(r, d)[:, 1:-1] for d in range(3)]
nb, nr = B0.shape[1], len(r)
inside = (r < RC).astype(float)

# cumulative integration matrix: (cumul @ f)(r_a) = int_0^{r_a} f dr
V = legvander(gx, NG)
local = np.tile((gx + 1)[:, None], (1, NG))
for k in range(1, NG):
    local += np.outer(V[:, k + 1] - V[:, k - 1], V[:, k])
local *= gw / 2
cumul = np.zeros((nr, nr))
for e, h in enumerate(half):
    s = slice(e * NG, (e + 1) * NG)
    cumul[s, :e * NG] = w[:e * NG]
    cumul[s, s] = h * local
coulomb = [4 * PI / (2 * L + 1) * (
    np.outer(r ** (-L - 1.0), r ** (L + 2.0)) * cumul
    + np.outer(r ** float(L), r ** (1.0 - L)) * (w - cumul)) for L in range(3)]

# ---- angular grid, spherical harmonics with m = 0 ----
cx, cw = leggauss(10)
Y = np.array([np.full(10, np.sqrt(1 / (4 * PI))), np.sqrt(3 / (4 * PI)) * cx,
              np.sqrt(5 / (16 * PI)) * (3 * cx ** 2 - 1)])
W = 2 * PI * np.outer(r ** 2 * w, cw)


def sph(f):
    return np.outer(f, np.ones(10))


def hartree(n):
    return sum(np.outer(coulomb[L] @ (n @ (2 * PI * cw * Y[L])), Y[L])
               for L in range(3))


def xc(n):
    exc, vxc = libxc.eval_xc("LDA_X,LDA_C_PW", np.ascontiguousarray(n.ravel()))[:2]
    return np.reshape(exc, n.shape) * n, np.reshape(vxc[0], n.shape)


def functional(n, n_core, v_ion, region):
    """Hartree + ionic + xc energy in a region, and the effective potential."""
    vh = hartree(n)
    e, vx = xc(n + n_core)
    energy = np.sum(W * region[:, None] * (0.5 * n * vh + v_ion * n + e))
    return energy, vh + v_ion + vx


overlap = (B0.T * w) @ B0
kinetic = [0.5 * (B1.T * w) @ B1 + 0.5 * l * (l + 1) * (B0.T * (w / r ** 2)) @ B0
           for l in range(2)]


def radial_states(l, v):
    return eigh(kinetic[l] + (B0.T * (w * v)) @ B0, overlap)


# ---- all-electron Be atom, 1s2 2s2 ----
v_ae = -(1 + 3 * np.exp(-r)) / r
e_old = np.zeros(2)
for it in range(90):
    e_s, c_s = radial_states(0, v_ae)
    n_tot = 2 * ((B0 @ c_s[:, :2]) ** 2).sum(1) / (4 * PI * r ** 2)
    change = np.abs(e_s[:2] - e_old).max()
    e_old = e_s[:2]
    v_new = -Z / r + (hartree(sph(n_tot)) + xc(sph(n_tot))[1])[:, 0]
    v_ae = 0.5 * v_ae + 0.5 * v_new
assert change < 1e-8
e_p, c_p = radial_states(1, v_ae)
n_c = 2 * (B0 @ c_s[:, 0]) ** 2 / (4 * PI * r ** 2)
v_Zc = sph(-Z / r) + hartree(sph(n_c))


# ---- partial waves: pseudo wave r^(l+1) * cubic in r^2, matched at RC ----
def falling(p, d):
    return float(np.prod([p - j for j in range(d)]))


def partial_wave(l, coef, rescale):
    edge = np.array([spline(RC, d)[1:-1] @ coef for d in range(4)])
    scale = np.sign(edge[0])
    if rescale:
        scale /= np.sqrt(np.sum(w * inside * (B0 @ coef) ** 2))
    coef, edge = coef * scale, edge * scale
    powers = [l + 1 + 2 * k for k in range(4)]
    a = np.linalg.solve([[falling(p, d) * RC ** (p - d) for p in powers]
                         for d in range(4)], edge)
    ae = [B @ coef for B in (B0, B1, B2)]
    ps = [np.where(inside > 0, sum(a[k] * falling(p, d) * r ** float(p - d)
                                  for k, p in enumerate(powers)), ae[d])
          for d in range(3)]
    return ae, ps


ls = [0, 0, 1]
SECOND = 6                                   # index of the second s reference
eps = np.array([e_s[1], e_s[SECOND], e_p[0]])
waves = [partial_wave(0, c_s[:, 1], False), partial_wave(0, c_s[:, SECOND], True),
         partial_wave(1, c_p[:, 0], True)]
ae_u = np.array([x[0] for x in waves])       # index: wave, derivative, r
ps_u = np.array([x[1] for x in waves])
same_l = np.equal.outer(ls, ls).astype(float)
cent = np.array([l * (l + 1) for l in ls])


def pairs(u):
    f = np.array([np.outer(u[i, 0] / r * inside, Y[ls[i]]) for i in range(3)])
    return np.einsum("iab,jab->ijab", f, f)


def kin_gradient(u):
    g = u[:, 1] - u[:, 0] / r
    k = (g * w * inside) @ g.T
    k += cent[:, None] * ((u[:, 0] * w * inside / r ** 2) @ u[:, 0].T)
    return 0.5 * k * same_l


def kin_laplace(u):
    lap = u[:, 2] - cent[:, None] * u[:, 0] / r ** 2
    return -0.5 * ((u[:, 0] * w * inside) @ lap.T) * same_l


pair_ae, pair_ps = pairs(ae_u), pairs(ps_u)
K1, Kt1 = kin_gradient(ae_u), kin_gradient(ps_u)
lap1, lapt1 = kin_laplace(ae_u), kin_laplace(ps_u)
surface_err = np.abs((lap1 - lapt1) - (K1 - Kt1)).max()
assert surface_err < 1e-6
assert abs(lap1[0, 1] - lap1[1, 0]) > 1e-3   # separately not symmetric

# ---- compensation functions and smooth core quantities ----
shape = []
for L in range(3):
    g = inside * r ** L * (1 - (r / RC) ** 2) ** 2
    shape.append(g / np.sum(w * r ** (L + 2) * g))
Qhat = np.zeros_like(pair_ae)
for L in range(3):
    mom = np.einsum("ab,ijab->ij", W * np.outer(r ** L, Y[L]), pair_ae - pair_ps)
    Qhat += np.einsum("ij,ab->ijab", mom, np.outer(shape[L], Y[L]))
q = np.einsum("ab,ijab->ij", W, pair_ae - pair_ps)
core_in = np.sum(4 * PI * r ** 2 * w * inside * n_c)
n_Zc_smooth = np.where(inside > 0, -(Z - core_in) * shape[0] / (4 * PI), n_c)
vt_Zc = hartree(sph(n_Zc_smooth))
uc, duc = [spline(RC, d)[1:-1] @ c_s[:, 0] for d in range(2)]
nc_edge = 2 * uc ** 2 / (4 * PI * RC ** 2)
slope = nc_edge * (2 * duc / uc - 2 / RC) / (2 * RC)
nt_c = np.where(inside > 0, nc_edge + slope * (r ** 2 - RC ** 2), n_c)

# ---- projectors from the reference atom ----
n_ref = sph(2 * (ps_u[0, 0] / r) ** 2 / (4 * PI)) + 2 * Qhat[0, 0]
vt_ref = functional(n_ref, sph(nt_c), vt_Zc, np.ones(nr))[1][:, 0]
chi = inside * ((eps[:, None] - vt_ref) * ps_u[:, 0] + 0.5 * ps_u[:, 2]
                - 0.5 * cent[:, None] * ps_u[:, 0] / r ** 2)
Bmat = ((ps_u[:, 0] * w) @ chi.T) * same_l
proj = np.linalg.inv(Bmat).T @ chi
duality = np.abs(((proj * w) @ ps_u[:, 0].T) * same_l - np.eye(3)).max()
assert duality < 1e-9
PR = np.zeros((2 * nb, 3))
for i, l in enumerate(ls):
    PR[l * nb:(l + 1) * nb, i] = B0.T @ (w * proj[i])

F = np.concatenate([np.einsum("ak,x->kax", B0 / r[:, None], Y[l]).reshape(nb, -1)
                    for l in range(2)])
T_big = block_diag(*kinetic)
S_big = block_diag(overlap, overlap) + PR @ q @ PR.T


def paw(P):
    """Energies and Hamiltonian parts for the pseudo density matrix P."""
    rho = PR.T @ P @ PR
    nt = ((P @ F) * F).sum(0).reshape(nr, 10)
    nh, n1, nt1 = [np.einsum("ij,ijab->ab", rho, x) for x in (Qhat, pair_ae, pair_ps)]
    et, vt = functional(nt + nh, sph(nt_c), vt_Zc, np.ones(nr))
    e1, v1 = functional(n1, sph(n_c), v_Zc, inside)
    et1, vt1 = functional(nt1 + nh, sph(nt_c), vt_Zc, inside)
    energies = np.array([et + np.sum(T_big * P), e1 + np.sum(K1 * rho),
                         et1 + np.sum(Kt1 * rho)])

    def element(v, pair):
        return np.einsum("ab,ijab->ij", W * v, pair)
    Dh = element(vt, Qhat)
    D1 = K1 + element(v1, pair_ae)
    Dt1 = Kt1 + element(vt1, pair_ps + Qhat)
    smooth = T_big + (F * (W * vt).ravel()) @ F.T
    return energies, smooth, Dh, D1, Dt1


def paw_scf(occ):
    c = np.zeros(2 * nb)
    c[:nb] = np.linalg.solve(overlap, B0.T @ (w * r * np.exp(-0.7 * r)))
    P = occ * np.outer(c, c) / (c @ S_big @ c)
    last = 0.0
    for it in range(80):
        en, smooth, Dh, D1, Dt1 = paw(P)
        H = smooth + PR @ (Dh + D1 - Dt1) @ PR.T
        e, vec = eigh(H[:nb, :nb], S_big[:nb, :nb])
        c = np.concatenate([vec[:, 0], np.zeros(nb)])
        P = 0.5 * P + 0.5 * occ * np.outer(c, c)
        diff, last = abs(e[0] - last), e[0]
    assert diff < 1e-8
    return P, e, vec, H


def frozen_core_ae(occ):
    v, last = v_ae.copy(), 0.0
    for it in range(80):
        e, c = radial_states(0, v)
        n = sph(occ * (B0 @ c[:, 1]) ** 2 / (4 * PI * r ** 2))
        en, v_new = functional(n, sph(n_c), v_Zc, np.ones(nr))
        v = 0.5 * v + 0.5 * v_new[:, 0]
        diff, last = abs(e[1] - last), e[1]
    assert diff < 1e-8
    return e[1], en + occ * c[:, 1] @ kinetic[0] @ c[:, 1]


# ---- self-consistent PAW against the all-electron atom ----
P_be, e_paw, vec_s, H_be = paw_scf(2.0)
en_be, smooth_be, Dh, D1, Dt1 = paw(P_be)
D = Dh + D1 - Dt1
E_paw = en_be[0] + en_be[1] - en_be[2]
eps_ae, E_ae = frozen_core_ae(2.0)
e_paw_p, vec_p = eigh(H_be[nb:, nb:], S_big[nb:, nb:])
level_err = np.abs(e_paw[:SECOND] - e_s[1:SECOND + 1])
assert abs(e_paw[0] - e_s[1]) < 1e-5
assert abs(e_paw_p[0] - e_p[0]) < 1e-5
assert level_err[-1] < 1e-5 and level_err.max() < 2e-3
assert abs(E_paw - E_ae) < 1e-5
identity_err = np.abs((D - q * eps[None, :] - Bmat) * same_l).max()
assert identity_err < 1e-5
H_no = smooth_be + PR @ (D1 - Dt1) @ PR.T
e_no_hat = eigh(H_no[:nb, :nb], S_big[:nb, :nb], eigvals_only=True)[0]
assert abs(e_no_hat - e_s[1]) > 1e-4

# ---- Be+ : other density, other D ----
P_ion, e_ion, _, _ = paw_scf(1.0)
en_ion, _, Dh_i, D1_i, Dt1_i = paw(P_ion)
D_ion = Dh_i + D1_i - Dt1_i
eps_ion_ae, E_ion_ae = frozen_core_ae(1.0)
E_ion = en_ion[0] + en_ion[1] - en_ion[2]
assert abs(e_ion[0] - eps_ion_ae) < 2e-3
assert abs(E_ion - E_ion_ae) < 2e-3

# ---- numerical derivative in an s-p polarized state ----
s0 = np.concatenate([vec_s[:, 0], np.zeros(nb)])
p0 = np.concatenate([np.zeros(nb), vec_p[:, 0]])
loc = [np.linalg.solve(overlap, B0.T @ (w * r ** (l + 1) * np.exp(-r ** 2 / 2)))
       for l in range(2)]
sign = np.sign(s0 @ PR[:, 0]) * np.sign(p0 @ PR[:, 2])
P0 = (1.4 * np.outer(s0, s0) + 0.6 * np.outer(p0, p0)
      + 0.4 * sign * (np.outer(s0, p0) + np.outer(p0, s0)))
b = 0.6 * s0 + 0.5 * p0 + 0.3 * np.concatenate([loc[0], loc[1]])
c = -0.3 * s0 + 0.7 * p0 + 0.2 * np.concatenate([loc[0], -loc[1]])
dP = np.outer(b, c) + np.outer(c, b)
step = 2e-3
numeric = (8 * (paw(P0 + step * dP)[0] - paw(P0 - step * dP)[0])
           - (paw(P0 + 2 * step * dP)[0] - paw(P0 - 2 * step * dP)[0])) / (12 * step)
_, smooth_x, Dh_x, D1_x, Dt1_x = paw(P0)
drho = PR.T @ dP @ PR
hat_part = np.sum(drho * Dh_x)
analytic = np.array([np.sum(smooth_x * dP) + hat_part, np.sum(drho * D1_x),
                     np.sum(drho * Dt1_x)])
assert np.abs(numeric - analytic).max() < 1e-6
D_x = Dh_x + D1_x - Dt1_x
H_x = smooth_x + PR @ D_x @ PR.T
total_num = numeric[0] + numeric[1] - numeric[2]
total_ana = np.sum(H_x * dP)
assert abs(total_num - total_ana) < 1e-6
assert abs(hat_part) > 1e-4 and abs(D_x[0, 2]) > 1e-5

# ---- output ----
print("Be, LDA (Slater + PW92), frozen 1s core; energies in hartree")
print(f"sphere radius {RC:.1f} bohr, box radius {RMAX:.0f} bohr, splines per l: {nb}")
print("partial waves: a = 2s, b = second s, c = 2p")
print(f"reference energies a, b, c: {eps[0]:.6f} {eps[1]:.6f} {eps[2]:.6f}")
print(f"core electrons inside sphere: {core_in:.6f}")
print(f"on-site Laplacian elements ab, ba: {lap1[0, 1]:.6f} {lap1[1, 0]:.6f}")
print(f"Laplacian minus gradient form in D1-Dt1, max: {surface_err:.1e}")
print("Be atom, elements            aa          ab          bb          cc")
for name, M in (("q (dimensionless)", q), ("Dhat", Dh), ("D1", D1), ("Dt1", Dt1),
                ("D", D), ("D for Be+", D_ion)):
    print(f"{name:20s}" + "".join(f"{M[i, j]:12.6f}"
                                 for i, j in ((0, 0), (0, 1), (1, 1), (2, 2))))
print(f"max |D_ij - eps_j q_ij - <phit_i|chi_j>|: {identity_err:.1e}")
print(f"2s level, all-electron: {e_s[1]:.7f}")
print(f"2s level, PAW:          {e_paw[0]:.7f} = {e_paw[0] * HARTREE_EV:.4f} eV")
print(f"2s level, PAW without Dhat (same density): {e_no_hat:.6f}")
print(f"2p level, all-electron and PAW: {e_p[0]:.7f} {e_paw_p[0]:.7f}")
print(f"largest error of the lowest {SECOND} s levels: {level_err.max():.1e}")
print(f"valence energy, all-electron: {E_ae:.7f}")
print(f"valence energy, PAW:          {E_paw:.7f} = {E_paw * HARTREE_EV:.4f} eV")
print(f"parts Et, E1, Et1: {en_be[0]:.6f} {en_be[1]:.6f} {en_be[2]:.6f}")
print(f"Be+ 2s level, frozen-core all-electron: {eps_ion_ae:.6f}")
print(f"Be+ 2s level, PAW:                      {e_ion[0]:.6f}")
print(f"Be+ valence energy, all-electron and PAW: {E_ion_ae:.6f} {E_ion:.6f}")
print("s-p polarized state, dE/dt along a trial change of the density operator")
for name, x, y in zip(("Et ", "E1 ", "Et1"), numeric, analytic):
    print(f"{name} numerical {x:.8f}  analytic {y:.8f}")
print(f"E   numerical {total_num:.8f}  Tr(H dP) {total_ana:.8f}")
print(f"share of Dhat in the derivative: {hat_part:.6f}")
print(f"polarized state, D_ac (zero in the round atom): {D_x[0, 2]:.6f}")
print(f"round atom, |D_ac|: {abs(D[0, 2]):.1e}")
print("verified")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 262, in <module>
    assert identity_err < 1e-5
           ^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The derived formula is unchanged; the failed identity D_ij - ε_j q_ij = <φ~_i|χ_j> needs partial waves that solve the radial equation inside the sphere, and reading the program points to a spline basis too stiff for that. Its functions were seven times continuously differentiable across almost every knot, so the widely spaced outer intervals could barely follow the oscillating second s wave, and that error leaked into the sphere; the level tests missed it because both sides used the same basis. The splines are now only once continuously differentiable at every interior knot, which gives about seven functions per interval, and they are orthonormalized for numerical stability. All earlier tests and tolerances are kept, and a new test checks directly that the partial waves solve the radial equation in the sphere.

Repair:

```diff
@@ -22,10 +22,11 @@
 PI = np.pi
 
-# ---- radial grid, splines (only C1 at RC), quadrature ----
+# ---- radial grid, quadrature, splines that are C1 at every interior knot ----
+# (smoother splines have too few functions per interval for oscillating waves)
 breaks = np.concatenate([RC * (np.arange(9) / 8) ** 1.5,
                          np.geomspace(RC, RMAX, 13)[1:]])
 breaks[-1] = RMAX
-knots = np.sort(np.concatenate([np.zeros(DEG), breaks, np.full(DEG, RMAX),
-                                np.full(DEG - 2, RC)]))
+knots = np.concatenate([np.zeros(DEG + 1), np.repeat(breaks[1:-1], DEG - 1),
+                        np.full(DEG + 1, RMAX)])
 spline = BSpline(knots, np.eye(len(knots) - DEG - 1), DEG)
 gx, gw = leggauss(NG)
@@ -33,5 +34,9 @@
 r = np.concatenate([breaks[e] + half[e] * (gx + 1) for e in range(len(half))])
 w = np.concatenate([h * gw for h in half])
-B0, B1, B2 = [spline(r, d)[:, 1:-1] for d in range(3)]
+raw = [spline(r, d)[:, 1:-1] for d in range(3)]
+# orthonormal combinations of the splines keep rounding errors small
+ortho = np.linalg.inv(np.linalg.cholesky((raw[0].T * w) @ raw[0])).T
+B0, B1, B2 = [B @ ortho for B in raw]
+edge_basis = np.array([spline(RC, d)[1:-1] @ ortho for d in range(4)])
 nb, nr = B0.shape[1], len(r)
 inside = (r < RC).astype(float)
@@ -100,5 +105,5 @@
     v_new = -Z / r + (hartree(sph(n_tot)) + xc(sph(n_tot))[1])[:, 0]
     v_ae = 0.5 * v_ae + 0.5 * v_new
-assert change < 1e-8
+assert change < 1e-8, change
 e_p, c_p = radial_states(1, v_ae)
 n_c = 2 * (B0 @ c_s[:, 0]) ** 2 / (4 * PI * r ** 2)
@@ -112,12 +117,11 @@
 
 def partial_wave(l, coef, rescale):
-    edge = np.array([spline(RC, d)[1:-1] @ coef for d in range(4)])
-    scale = np.sign(edge[0])
+    scale = np.sign(edge_basis[0] @ coef)
     if rescale:
         scale /= np.sqrt(np.sum(w * inside * (B0 @ coef) ** 2))
-    coef, edge = coef * scale, edge * scale
+    coef = coef * scale
     powers = [l + 1 + 2 * k for k in range(4)]
     a = np.linalg.solve([[falling(p, d) * RC ** (p - d) for p in powers]
-                         for d in range(4)], edge)
+                         for d in range(4)], edge_basis @ coef)
     ae = [B @ coef for B in (B0, B1, B2)]
     ps = [np.where(inside > 0, sum(a[k] * falling(p, d) * r ** float(p - d)
@@ -159,6 +163,11 @@
 lap1, lapt1 = kin_laplace(ae_u), kin_laplace(ps_u)
 surface_err = np.abs((lap1 - lapt1) - (K1 - Kt1)).max()
-assert surface_err < 1e-6
+assert surface_err < 1e-6, surface_err
 assert abs(lap1[0, 1] - lap1[1, 0]) > 1e-3   # separately not symmetric
+# the all-electron partial waves must solve the radial equation in the sphere
+v_part = ((ae_u[:, 0] * w * inside * v_ae) @ ae_u[:, 0].T) * same_l
+norm_part = ((ae_u[:, 0] * w * inside) @ ae_u[:, 0].T) * same_l
+wave_residual = np.abs(lap1 + v_part - norm_part * eps[None, :]).max()
+assert wave_residual < 1e-6, wave_residual
 
 # ---- compensation functions and smooth core quantities ----
@@ -175,5 +184,5 @@
 n_Zc_smooth = np.where(inside > 0, -(Z - core_in) * shape[0] / (4 * PI), n_c)
 vt_Zc = hartree(sph(n_Zc_smooth))
-uc, duc = [spline(RC, d)[1:-1] @ c_s[:, 0] for d in range(2)]
+uc, duc = edge_basis[:2] @ c_s[:, 0]
 nc_edge = 2 * uc ** 2 / (4 * PI * RC ** 2)
 slope = nc_edge * (2 * duc / uc - 2 / RC) / (2 * RC)
@@ -188,13 +197,21 @@
 proj = np.linalg.inv(Bmat).T @ chi
 duality = np.abs(((proj * w) @ ps_u[:, 0].T) * same_l - np.eye(3)).max()
-assert duality < 1e-9
+assert duality < 1e-9, duality
 PR = np.zeros((2 * nb, 3))
 for i, l in enumerate(ls):
     PR[l * nb:(l + 1) * nb, i] = B0.T @ (w * proj[i])
-
-F = np.concatenate([np.einsum("ak,x->kax", B0 / r[:, None], Y[l]).reshape(nb, -1)
-                    for l in range(2)])
 T_big = block_diag(*kinetic)
 S_big = block_diag(overlap, overlap) + PR @ q @ PR.T
+
+
+def smooth_density(P):
+    blocks = P.reshape(2, nb, 2, nb)
+    return sum(np.outer(((B0 @ blocks[l, :, m, :]) * B0).sum(1) / r ** 2, Y[l] * Y[m])
+               for l in range(2) for m in range(2))
+
+
+def potential_matrix(v):
+    return np.block([[(B0.T * (w * (v @ (2 * PI * cw * Y[l] * Y[m])))) @ B0
+                      for m in range(2)] for l in range(2)])
 
 
@@ -202,5 +219,5 @@
     """Energies and Hamiltonian parts for the pseudo density matrix P."""
     rho = PR.T @ P @ PR
-    nt = ((P @ F) * F).sum(0).reshape(nr, 10)
+    nt = smooth_density(P)
     nh, n1, nt1 = [np.einsum("ij,ijab->ab", rho, x) for x in (Qhat, pair_ae, pair_ps)]
     et, vt = functional(nt + nh, sph(nt_c), vt_Zc, np.ones(nr))
@@ -215,6 +232,5 @@
     D1 = K1 + element(v1, pair_ae)
     Dt1 = Kt1 + element(vt1, pair_ps + Qhat)
-    smooth = T_big + (F * (W * vt).ravel()) @ F.T
-    return energies, smooth, Dh, D1, Dt1
+    return energies, T_big + potential_matrix(vt), Dh, D1, Dt1
 
 
@@ -231,5 +247,5 @@
         P = 0.5 * P + 0.5 * occ * np.outer(c, c)
         diff, last = abs(e[0] - last), e[0]
-    assert diff < 1e-8
+    assert diff < 1e-8, diff
     return P, e, vec, H
 
@@ -243,5 +259,5 @@
         v = 0.5 * v + 0.5 * v_new[:, 0]
         diff, last = abs(e[1] - last), e[1]
-    assert diff < 1e-8
+    assert diff < 1e-8, diff
     return e[1], en + occ * c[:, 1] @ kinetic[0] @ c[:, 1]
 
@@ -257,8 +273,9 @@
 assert abs(e_paw[0] - e_s[1]) < 1e-5
 assert abs(e_paw_p[0] - e_p[0]) < 1e-5
-assert level_err[-1] < 1e-5 and level_err.max() < 2e-3
+assert level_err[-1] < 1e-5 and level_err.max() < 2e-3, level_err
 assert abs(E_paw - E_ae) < 1e-5
-identity_err = np.abs((D - q * eps[None, :] - Bmat) * same_l).max()
-assert identity_err < 1e-5
+identity = (D - q * eps[None, :] - Bmat) * same_l
+identity_err = np.abs(identity).max()
+assert identity_err < 1e-5, identity
 H_no = smooth_be + PR @ (D1 - Dt1) @ PR.T
 e_no_hat = eigh(H_no[:nb, :nb], S_big[:nb, :nb], eigvals_only=True)[0]
@@ -271,6 +288,6 @@
 eps_ion_ae, E_ion_ae = frozen_core_ae(1.0)
 E_ion = en_ion[0] + en_ion[1] - en_ion[2]
-assert abs(e_ion[0] - eps_ion_ae) < 2e-3
-assert abs(E_ion - E_ion_ae) < 2e-3
+assert abs(e_ion[0] - eps_ion_ae) < 2e-3, (e_ion[0], eps_ion_ae)
+assert abs(E_ion - E_ion_ae) < 2e-3, (E_ion, E_ion_ae)
 
 # ---- numerical derivative in an s-p polarized state ----
@@ -293,5 +310,5 @@
 analytic = np.array([np.sum(smooth_x * dP) + hat_part, np.sum(drho * D1_x),
                      np.sum(drho * Dt1_x)])
-assert np.abs(numeric - analytic).max() < 1e-6
+assert np.abs(numeric - analytic).max() < 1e-6, numeric - analytic
 D_x = Dh_x + D1_x - Dt1_x
 H_x = smooth_x + PR @ D_x @ PR.T
@@ -299,5 +316,5 @@
 total_ana = np.sum(H_x * dP)
 assert abs(total_num - total_ana) < 1e-6
-assert abs(hat_part) > 1e-4 and abs(D_x[0, 2]) > 1e-5
+assert abs(hat_part) > 1e-4 and abs(D_x[0, 2]) > 1e-5, (hat_part, D_x[0, 2])
 
 # ---- output ----
@@ -307,4 +324,5 @@
 print(f"reference energies a, b, c: {eps[0]:.6f} {eps[1]:.6f} {eps[2]:.6f}")
 print(f"core electrons inside sphere: {core_in:.6f}")
+print(f"radial-equation residual of partial waves, max: {wave_residual:.1e}")
 print(f"on-site Laplacian elements ab, ba: {lap1[0, 1]:.6f} {lap1[1, 0]:.6f}")
 print(f"Laplacian minus gradient form in D1-Dt1, max: {surface_err:.1e}")
```

Output now:

```
Be, LDA (Slater + PW92), frozen 1s core; energies in hartree
sphere radius 2.0 bohr, box radius 20 bohr, splines per l: 140
partial waves: a = 2s, b = second s, c = 2p
reference energies a, b, c: -0.205771 0.373312 -0.077214
core electrons inside sphere: 1.999590
radial-equation residual of partial waves, max: 5.6e-11
on-site Laplacian elements ab, ba: 1.367067 1.040182
Laplacian minus gradient form in D1-Dt1, max: 1.5e-13
Be atom, elements            aa          ab          bb          cc
q (dimensionless)      -0.042979   -0.109080   -0.273334    0.118757
Dhat                    0.045172    0.114648    0.287285   -0.124818
D1                     -0.313585   -0.478088   -0.560101   -0.751175
Dt1                    -0.401996   -0.656110   -0.896578   -0.699323
D                       0.133583    0.292670    0.623761   -0.176670
D for Be+               0.147691    0.329515    0.718067   -0.227678
max |D_ij - eps_j q_ij - <phit_i|chi_j>|: 5.6e-11
2s level, all-electron: -0.2057708
2s level, PAW:          -0.2057708 = -5.5993 eV
2s level, PAW without Dhat (same density): -0.391978
2p level, all-electron and PAW: -0.0772139 -0.0772139
largest error of the lowest 6 s levels: 2.3e-07
valence energy, all-electron: -3.0685748
valence energy, PAW:          -3.0685748 = -83.5002 eV
parts Et, E1, Et1: -1.172493 -2.786484 -0.890403
Be+ 2s level, frozen-core all-electron: -0.501441
Be+ 2s level, PAW:                      -0.501406
Be+ valence energy, all-electron and PAW: -2.718950 -2.718966
s-p polarized state, dE/dt along a trial change of the density operator
Et  numerical 0.00432874  analytic 0.00432874
E1  numerical 0.14544750  analytic 0.14544750
Et1 numerical 0.16374704  analytic 0.16374704
E   numerical -0.01397079  Tr(H dP) -0.01397079
share of Dhat in the derivative: 0.010014
polarized state, D_ac (zero in the round atom): 0.000524
round atom, |D_ac|: 2.7e-18
verified
```
